From Kubo Current Response to the Landauer Trace Formula

Two long metallic leads meet in a short, irregular region, and a small voltage is applied between them. In a steady state the same current passes through every complete cross-section. The Kubo formula, however, asks for the correlation of the current through one cross-section with the current through another, and neither the place where the current is read nor the place where the voltage drops seems marked out in advance. The conductance must be free of both choices, and it should reduce to an expression containing the irregular region and its contacts alone.

Let H be the Hermitian one-particle Hamiltonian in an orthonormal local basis. The wire is divided into layers, with coupling between neighbouring layers only. A finite device C lies between periodic semi-infinite leads L and R, and H_LR = 0. Electrons do not interact beyond a mean field already contained in H. A magnetic field is allowed, so H may be complex. In the algebra ħ = e = 1, and spin is left out until the end.

A cut x separates all orbitals on its left from all those on its right. Let N_x be the diagonal matrix equal to 1 on the right and 0 on the left. The rightward particle current is the growth rate of the number on the right:

I_x = i[H, N_x].

Lower the potential energy right of a second cut y by u e^{ηt}, with η > 0. The perturbation is −u e^{ηt}N_y. It commutes with N_x, so it leaves the operator I_x unchanged. The occupations of electrons arriving from far away are those of the initial equilibrium and move with the shifted bands; u is therefore the total drop in electrochemical energy between the leads. An electron has charge −1, which enters once in its energy and once in its charge current, so the electrical conductance has the sign of the particle response.

First-order perturbation theory at t = 0 gives δ⟨I_x⟩ = u K_xy, where

K_xy(η) = i∫_{−∞}^0 dt e^{ηt} ⟨[I_x, N_y(t)]⟩.

Write e^{ηt} as the derivative of e^{ηt}/η and integrate by parts. The lower boundary term vanishes, and dN_y/dt = I_y. Hence

K_xy = (C_xy + D_xy)/η,
C_xy = −i∫_{−∞}^0 dt e^{ηt} ⟨[I_x, I_y(t)]⟩,
D_xy = i⟨[I_x, N_y]⟩.

This is the Kubo current-current response with its diamagnetic term D. For two different cuts, each running between layers, D = 0, because each bond crossed by x lies wholly on one side of y. For equal cuts D must be kept to cancel the part of C that survives as η → 0.

To evaluate the response, use eigenstates of H with energies E_a and Fermi occupations f_a. For one-particle operators A and B,

⟨[A,B]⟩ = Tr[f(H)(AB − BA)] = Σ_ab (f_a − f_b)A_ab B_ba,

where the labels were exchanged in the second product. With Δ = E_b − E_a, the matrix element N_ba(t) carries the phase e^{iΔt}, and the time integral is 1/(η+iΔ). Thus

K_xy = iΣ_ab (f_a − f_b) I^x_ab N^y_ba/(η+iΔ).

Since I^y_ba = iΔN^y_ba, we may replace N^y_ba by −iI^y_ba/Δ:

K_xy = Σ_ab F_ab I^x_ab I^y_ba/(η+iΔ),
F_ab = (f_a − f_b)/Δ.

For nearly equal energies F_ab tends to −f′(E), which is positive.

The order of limits now matters. In a finite wire, let η → 0 first. Pairs with Δ = 0 drop out because f_a = f_b. For the others I^x_ab = −iΔN^x_ab, and the first sum becomes

−iΣ_ab (f_a − f_b)N^x_ab N^y_ba = −i Tr(f[N_x,N_y]) = 0.

A closed finite wire only polarizes. A steady current requires infinitely long leads first, so that the spectrum is continuous, and then η → 0.

Take equal cuts, x = y, and split

1/(η+iΔ) = η/(η²+Δ²) − iΔ/(η²+Δ²).

The product I^y_ab I^y_ba = |I^y_ab|² is unchanged when a and b are exchanged, and so is F_ab. The second term changes sign and cancels, with or without a magnetic field. The first tends to πδ(Δ), leaving

K_yy = π∫dE (−f′) Tr[I_y δ(E−H) I_y δ(E−H)].

It remains to move the cuts. If x is replaced by x′, then N_x − N_x′ = ±P, where P projects on the finite region between them. The two currents differ by the rate of change of the number in P. This number follows the drive as e^{ηt}, so the difference is η times a charge response:

K_xy − K_x′y = ±η Σ_ab F_ab P_ab I^y_ba/(η+iΔ).

Both P and I_y are local. At nonzero temperature, away from isolated singular energies, their matrix elements and F vary smoothly with Δ. An integral of η/(η+iΔ) against a smooth function over a finite band is at most of order η ln(1/η), and vanishes. Bound states do not spoil this: between bound states of equal energy, I^y_ba = iΔN^y_ba = 0, while pairs with Δ ≠ 0 contribute in proportion to η. Physically, a finite region cannot go on absorbing a steady difference of currents.

The voltage cut can be moved too. More generally, add a diagonal potential profile Q confined to a finite region. Its contribution to the current is

iΣ_ab (f_a − f_b)I^x_ab Q_ba/(η+iΔ)
= iΣ_ab F_ab I^x_ab Q_ba Δ/(η+iΔ).

As η → 0 the last fraction tends to −i, and the correction vanishes by the estimate just used. The remainder is

Σ_ab F_ab I^x_ab Q_ba = −iΣ_ab (f_a − f_b)N^x_ab Q_ba
= −i Tr(f[N_x,Q]) = 0,

because both matrices are diagonal in the local basis. A static local potential produces no steady current at first order. The dc current is proportional to the total voltage drop and does not depend on its profile, so the conductance is independent of both. The actual profile may thus be left undetermined in linear response, although the equilibrium mean field in H must still be known.

Define the retarded and advanced Green functions Gʳ = (E+i0−H)⁻¹ and Gᵃ = (Gʳ)†, and the spectral matrix

a = i(Gʳ − Gᵃ) = 2πδ(E−H).

Inserting δ(E−H) = a/2π gives π/(2π)² = 1/4π in front of the trace. We write this as one half of 1/2π:

K = (1/2π)∫dE (−f′)T(E),
T(E) = ½Tr[I_y a I_y a].

The two cuts in this trace can be separated without changing its value. Moving one cut adds ±i[H,P] to its current. Since Ha = aH = Ea,

Tr(i[H,P]a I_y a) = i Tr(P a I_y a H) − i Tr(P H a I_y a)
= i(E−E)Tr(P a I_y a) = 0.

Cyclic reordering is allowed because P has finite rank. The same calculation moves the second cut. Therefore

T = ½Tr[I_x a I_y a]

for any two complete cuts. The proof needs the difference of two currents to be the commutator of H with a local number operator. A partial cross-section does not meet that condition, since electrons can pass around it.

We use this freedom to put x at the contact L|C and y at the contact C|R. Substituting a = i(Gʳ−Gᵃ) produces four terms. To remove two of them, let z = E+i0 and write I_y = −i[z−H,N_y]. Then

Gʳ I_y Gʳ = −i(N_y Gʳ − Gʳ N_y) = i[Gʳ,N_y].

The bonds crossed by x join orbitals in L and C, where N_y = 0. The commutator has no elements between these orbitals, so Tr[I_x Gʳ I_y Gʳ] = 0. The advanced-advanced term vanishes in the same way. The factor i² = −1 multiplies the minus signs of the mixed terms, leaving

T = ½Tr[I_x Gʳ I_y Gᵃ] + ½Tr[I_x Gᵃ I_y Gʳ].

The leads can now be eliminated. Let gʳ_R = (z−H_RR)⁻¹ be the Green function of the detached right lead. The RC block of (z−H)Gʳ = 1 reads

(z−H_RR)Gʳ_RC − H_RC Gʳ_CC = 0,

so Gʳ_RC = gʳ_R H_RC Gʳ_CC. The equation Gʳ(z−H) = 1 similarly gives Gʳ_CR = Gʳ_CC H_CR gʳ_R. Corresponding relations hold for L and for the advanced functions. Insert them in the CC block:

Gʳ_CC = (z − H_CC − Sʳ_L − Sʳ_R)⁻¹,
Sʳ_R = H_CR gʳ_R H_RC,  Sʳ_L = H_CL gʳ_L H_LC.

The self-energies S describe excursions into the leads. Their anti-Hermitian parts define the positive broadening matrices

Γ_L = i(Sʳ_L − Sᵃ_L),  Γ_R = i(Sʳ_R − Sᵃ_R).

At the right contact N_y equals 1 on R, so I_y = i(H_CR − H_RC). For indices j and m in L or C,

(Gʳ I_y Gᵃ)_jm = i[Gʳ_jC H_CR Gᵃ_Rm − Gʳ_jR H_RC Gᵃ_Cm]
= iGʳ_jC(Sᵃ_R − Sʳ_R)Gᵃ_Cm
= −Gʳ_jC Γ_R Gᵃ_Cm.

Call the last product without its minus sign X_jm. It describes electrons injected from the right, which travel left; hence the minus sign. At the left contact I_x = i(H_LC − H_CL), and elimination of L gives

X_CL = X_CC H_CL gᵃ_L,  X_LC = gʳ_L H_LC X_CC.

It follows that

Tr[I_x X] = i Tr[H_LC X_CL − H_CL X_LC]
= i Tr[(Sᵃ_L − Sʳ_L)X_CC] = −Tr[Γ_L X_CC].

The two minus signs multiply to plus. From here on Gʳ and Gᵃ denote their CC blocks:

Tr[I_x Gʳ I_y Gᵃ] = Tr[Γ_L Gʳ Γ_R Gᵃ].

In the other mixed term, exchanging retarded and advanced functions reverses both signs, so it equals Tr[Γ_L Gᵃ Γ_R Gʳ]. To show that the two traces agree, put Γ = Γ_L+Γ_R. From (Gᵃ)⁻¹ − (Gʳ)⁻¹ = −iΓ we obtain

a_CC = GʳΓGᵃ = GᵃΓGʳ.

Multiply both forms by Γ_L and take the trace. The parts containing Γ_L twice are equal by cyclic reordering, so the parts containing Γ_R are equal too. Thus

T(E) = Tr[Γ_L Gʳ Γ_R Gᵃ].

Restoring units and two equal spin species gives

G_cond = (2e²/h)∫dE (−f′)T(E),

or (2e²/h)T(μ) at zero temperature, where μ is the Fermi energy. Reading the trace from right to left, Gᵃ and Gʳ supply the two factors of a transmission probability, while Γ_R and Γ_L supply the rates at the contacts.

A single chain with hopping −w shows the normalization. Its leads have E = −2w cos k and surface self-energy Sʳ = −w e^{ik}, with 0 < k < π for outgoing waves. Hence each contact has Γ = 2w sin k. Let the device be one site at energy ε. Then

Gʳ = 1/(E−ε+2w e^{ik}) = 1/(2iw sin k−ε),
T = 4w² sin²k/(4w² sin²k + ε²).

For ε = 0 the wire is uniform and T = 1: one perfect channel has conductance 2e²/h, not infinity. The voltage is measured between leads that feed differently occupied waves into the wire. For |ε| much larger than 2w sin k, T falls as 1/ε². It also vanishes at a band edge for fixed ε ≠ 0, because the incident speed 2w sin k goes to zero.

For a worked example, take a two-row contact whose device has four layers. All hoppings, along and across the rows, are −1 eV. The layer spacing is 3 Å, the lead site levels are zero, and μ = 0.3 eV. The device site levels, listed as row one and row two, are

layer 1: 0.6, −0.4 eV
layer 2: 1.0, 0.2 eV
layer 3: −0.5, 0.8 eV
layer 4: 0.3, −0.7 eV.

The symmetric and antisymmetric lead modes have transverse energies −1 and +1 eV. Both propagate at μ, so T cannot exceed 2. Each has the chain self-energy above, with E replaced by E minus its transverse energy. Transforming these back to the two rows and inverting the eight-by-eight device matrix gives T(μ) = 1.3565. Matching the waves at the contacts resolves this into channel transmissions 0.9215 and 0.4350; the total reflection is 0.6435. At zero temperature,

G_cond = 77.481 μS × 1.3565 = 105.10 μS.

Averaging T(E) with −f′ by numerical quadrature at 300 K gives 1.3537, or 104.88 μS.

The Kubo sum gives the same quantity by another route. Diagonalize a wire of 480 layers with this device at its centre and evaluate 2πK at 300 K. In the following lines both cuts are first at L|C; then the current cut stays there and the voltage cut moves to C|R:

η = 0.04 eV: 1.489 and 1.223
η = 0.08 eV: 1.605 and 1.105
η = 0.12 eV: 1.704 and 1.000
η = 0.16 eV: 1.789 and 0.906
η = 0.20 eV: 1.861 and 0.821.

At finite η the choice of cuts matters. Here H is real, and real eigenstates give I^x_ab I^y_ba = I^x_ba I^y_ab, so K_xy = K_yx. The second column is therefore also the current at C|R driven at L|C. The difference between the columns is charge accumulating in the device. At η = 0.04 eV the response is

(1.489 − 1.223)/(2π × 0.04 eV) ≈ 1.06 electrons per eV per spin.

Multiplied by η, this finite response disappears in the dc limit. A quartic polynomial through the five values, continued to η = 0, gives 1.3535 and 1.3534. Including a cut through the middle of the device, all nine pairs lie between 1.3534 and 1.3535, about 0.0002 below the thermal trace result. Most of this gap comes from the finite chain: with 600 layers and both cuts at L|C, the extrapolated value is 1.3537. The extrapolation gives the value at η = 0.04 eV a weight of five, and so magnifies the faint echo from the ends.

The wire is long enough for these values of η. The greatest speed is 2 layers × eV/ħ, so a signal needs at least about 240 ħ/eV to reach an end and return. At η = 0.04 eV the corresponding damping is e^{−9.6}, below 10⁻⁴. If η is instead reduced to 10⁻⁶ eV in the same finite wire, with both cuts at L|C, 2πK is 0.0002: the wrong order of limits has removed the current.

A magnetic phase of 0.7 rad around each device plaquette, with all other settings held fixed, makes H complex. The thermal trace formula then gives 1.2954, and the extrapolated Kubo sums for all nine pairs give 1.2952. The part odd in Δ, absent for equal cuts, contributes 0.0018 in magnitude to 2πK for the L|C and C|R pair at η = 0.04 eV; its sign reverses when the flux is reversed or when the current and voltage cuts are exchanged.

The need for complete cuts is visible without flux. Keep the full current at the voltage cut, but count only the first row at the current cut. As that cut moves through the device and three lead layers on each side, ½Tr[I_x a I_y a] at μ ranges from 0.435 to 0.960. The complete current gives 1.3565 throughout.

These parameters set the model in the rough regime of atomic-scale metal contacts, where energies of order 1 eV, spacings of a few Å and conductances of order 2e²/h occur. The 1.7 eV spread of site levels is deliberately strong; it is larger than one would expect in a clean contact of like atoms. Relative to T(μ), thermal averaging at 300 K lowers the transmission by 0.21%. With all site levels held fixed, those of the leads included, widening the energy window to a 0.1 V bias placed symmetrically about μ lowers the average by a further 0.08%. A real bias also shifts the lead bands and the device levels. With these shifts included, and the 0.1 V dropped at either contact or evenly across the device, the 300 K value changes by between about −1.1% and +0.5%, depending on the sign of the bias and the place of the drop. The profile matters here because the response is no longer strictly linear. Raising all device levels by 0.1 eV lowers T(μ) by 2.9%, to 1.317; lowering them by 0.1 eV also lowers it, by 1.2%. In this example an error in the mean field of that size matters more than temperature, and at least about as much as the bias.

Inelastic scattering breaks a more basic assumption, since an electron then no longer keeps one energy E. At unit incident flux, Tr a_CC is the sum of the times spent in the device by the four incoming channels, two from each side. Their mean is 1.65 fs. Against an assumed rough scattering time of 20 fs the ratio is 0.08, so coherent passage is a reasonable first approximation for this short device, though not for a much longer one.

Electron interactions are harder to dismiss. The bare Coulomb energy of two electrons 3 Å apart is 4.8 eV, well above the hopping. Exponential screening with an assumed length of 0.6 Å would reduce it by e^{−5}, to 0.03 eV. A thin wire screens less well than bulk metal, so this is a favourable estimate. It also treats the electrons as point charges on neighbouring sites. Two electrons on the same site repel much more strongly, and even when screened this energy can be comparable with the hopping. The trace formula is derived here for independent electrons in a mean field; the example cannot say how far correlations would move its conductance.
